# Why surface-state absorption on Si(111)-(2x1) is polarised along the chains: a program that tests the result

```python
"""
Result under test: for zigzag chains along x with two orbitals per cell,
the interband velocity at the zone edge kx = pi/a is
    hbar|v_x| = a |t + w exp(-i ky b)|,   v_y = 0   for every ky.
a: period along the chain, b: chain spacing, d: transverse zigzag offset,
t: chain hopping, w: hopping between unlike atoms of adjacent chains,
sA, sB: hopping between like atoms of adjacent chains,
Delta: half the on-site energy difference, delta: dimerisation of t.
Lengths in nm, energies in eV; matrix elements M = hbar*v in eV nm.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

a, b, d = 0.384, 0.665, 0.12
t, Delta, w, s = 0.5, 0.25, 0.03, 0.01
width = 0.05
hbar = const.hbar / const.e * 1e15                      # eV fs
hbar2_m = const.hbar**2 / const.m_e / const.e * 1e18    # eV nm^2
edge = np.pi / a
rng = np.random.default_rng(4)


def make_hops(t, Delta, w=0.0, sA=0.0, sB=0.0, delta=0.0):
    """List of (from, to, dx, dy, amplitude); 0 is atom A, 1 is atom B."""
    hops = [(0, 0, 0.0, 0.0, Delta), (1, 1, 0.0, 0.0, -Delta)]
    for dx, dy, h in [(a/2, d, -(t + delta)), (-a/2, d, -(t - delta)),
                      (a/2, d - b, -w), (-a/2, d - b, -w)]:
        hops += [(0, 1, dx, dy, h), (1, 0, -dx, -dy, h)]
    for i, h in [(0, sA), (1, sB)]:
        hops += [(i, i, 0.0, b, h), (i, i, 0.0, -b, h)]
    return hops


def bloch(kx, ky, hops):
    """H(k) and its k-derivatives, phases taken at atomic positions."""
    kx, ky = np.broadcast_arrays(np.asarray(kx, float), np.asarray(ky, float))
    H, Vx, Vy = (np.zeros(kx.shape + (2, 2), complex) for _ in range(3))
    for i, j, dx, dy, h in hops:
        term = h * np.exp(1j * (kx*dx + ky*dy))
        H[..., i, j] += term
        Vx[..., i, j] += 1j * dx * term
        Vy[..., i, j] += 1j * dy * term
    return H, Vx, Vy


def interband(kx, ky, hops):
    """Transition energy and complex interband elements Mx, My."""
    H, Vx, Vy = bloch(kx, ky, hops)
    E, U = np.linalg.eigh(H)
    up, low = U[..., :, 1], U[..., :, 0]
    Mx = np.einsum('...i,...ij,...j->...', up.conj(), Vx, low)
    My = np.einsum('...i,...ij,...j->...', up.conj(), Vy, low)
    return E[..., 1] - E[..., 0], Mx, My


# Test: explicit commutator i[H, r] on a finite real-space patch
def patch_matrices(kx, ky, hops, n=3):
    sites = [(i, p*a + i*a/2, q*b + i*d) for p in range(-n, n + 1)
             for q in range(-n, n + 1) for i in (0, 1)]
    key = {(i, round(x, 6), round(y, 6)): m
           for m, (i, x, y) in enumerate(sites)}
    x = np.array([site[1] for site in sites])
    y = np.array([site[2] for site in sites])
    sub = np.array([site[0] for site in sites])
    H = np.zeros((len(sites), len(sites)))
    for m, (i, xm, ym) in enumerate(sites):
        for i0, j, dx, dy, h in hops:
            target = (j, round(xm + dx, 6), round(ym + dy, 6))
            if i0 == i and target in key:
                H[m, key[target]] += h
    X, Y = np.diag(x), np.diag(y)
    operators = [H, 1j*(H @ X - X @ H), 1j*(H @ Y - Y @ H)]
    result = [np.zeros((2, 2), complex) for _ in operators]
    for i in (0, 1):
        m = key[(i, round(i*a/2, 6), round(i*d, 6))]
        phase = np.exp(1j * (kx*(x - x[m]) + ky*(y - y[m])))
        for op, out in zip(operators, result):
            for j in (0, 1):
                out[i, j] = np.sum((op[m] * phase)[sub == j])
    return result


for _ in range(4):
    hops = make_hops(*rng.uniform(0.1, 0.6, 2), *rng.uniform(0, 0.05, 4))
    kx, ky = rng.uniform(-8, 8, 2)
    for A1, A2 in zip(patch_matrices(kx, ky, hops), bloch(kx, ky, hops)):
        assert np.allclose(A1, A2, atol=1e-10)

# Tests: closed formulas against numerical diagonalisation
for _ in range(20):
    tr, Dr = rng.uniform(0.3, 0.8), rng.uniform(0.15, 0.4)
    wr, sA, sB = rng.uniform(-0.05, 0.05, 3)
    kx, ky = rng.uniform(-8, 8, 2)
    _, Mx, My = interband(edge, ky, make_hops(tr, Dr, wr, sA, sB))
    assert abs(abs(Mx) - a*abs(tr + wr*np.exp(-1j*ky*b))) < 1e-10
    assert abs(My) < 1e-10
    gap, Mx, My = interband(kx, ky, make_hops(tr, Dr))
    E = np.sqrt(Dr**2 + 4*tr**2*np.cos(kx*a/2)**2)
    assert abs(gap - 2*E) < 1e-10
    assert abs(abs(Mx) - a*tr*abs(np.sin(kx*a/2))*Dr/E) < 1e-10
    assert abs(abs(My) - 2*d*tr*abs(np.cos(kx*a/2))) < 1e-10
    dr = rng.uniform(0.0, 0.1)
    _, Mx, My = interband(edge, 0.0, make_hops(tr, Dr, wr, sA, sA, dr))
    assert abs(abs(My) - 2*d*dr) < 1e-10
    assert abs(abs(Mx) - a*(tr + wr)) < 1e-10

full = make_hops(t, Delta, w, s, s)
single = make_hops(t, Delta)
q = 0.01
g = [interband(edge + m*q, 0.0, full)[0] for m in (-1, 0, 1)]
curvature = (g[0] - 2*g[1] + g[2]) / q**2
assert abs(curvature / (2*(a*(t + w))**2/Delta) - 1) < 1e-3
reduced_mass = hbar2_m / curvature


# Absorption strength with a Gaussian line
def gauss(x, sig):
    return np.exp(-x**2/(2*sig**2)) / (sig*np.sqrt(2*np.pi))


def spectrum(photon, hops, sig=width, nx=1200, ny=16):
    kx = (np.arange(nx) + 0.5) * 2*np.pi/(a*nx)
    ky = (np.arange(ny) + 0.5) * 2*np.pi/(b*ny)
    gap, Mx, My = interband(kx[:, None], ky[None, :], hops)
    out = []
    for e in np.atleast_1d(photon):
        line = gauss(gap - e, sig)
        out.append([np.mean(abs(Mx)**2*line), np.mean(abs(My)**2*line),
                    abs(np.mean(Mx*My.conj()*line))])
    return np.array(out).T


# Test: position matrix elements of a long open chain, no Bloch theorem
cells = 500
onsite = np.tile([Delta, -Delta], cells)
chain = np.diag(onsite) - t*(np.eye(2*cells, k=1) + np.eye(2*cells, k=-1))
e_open, U = np.linalg.eigh(chain)
pos = [np.arange(2*cells)*a/2, np.tile([0.0, d], cells)]
gap_open = e_open[cells:, None] - e_open[None, :cells]
test_e = np.array([0.55, 0.8, 1.0])
bloch_spec = spectrum(test_e, single, ny=1)
open_dev = 0.0
for axis in (0, 1):
    r = U[:, cells:].T @ (pos[axis][:, None] * U[:, :cells])
    for m, e in enumerate(test_e):
        val = np.sum((r*gap_open)**2 * gauss(gap_open - e, width))/cells
        open_dev = max(open_dev, abs(val/bloch_spec[axis, m] - 1))
assert open_dev < 0.05

photons = np.arange(0.40, 1.2001, 0.01)
Sx, Sy, Sxy = spectrum(photons, full)
peak = int(np.argmax(Sx/photons))
ratio_peak = Sx[peak]/Sy[peak]
one = int(np.argmin(abs(photons - 1.0)))
ratio_one = Sx[one]/Sy[one]
assert np.max(Sxy) < 1e-8*np.max(Sx)
assert ratio_peak > 50 and ratio_one < ratio_peak/10
X1, Y1, _ = spectrum(photons[peak], single)
X2, Y2, _ = spectrum(photons[peak], full, sig=2*width)


def difference(kx):
    _, Mx, My = interband(kx, 0.0, single)
    return abs(Mx) - abs(My)


k_equal = brentq(difference, 0.01*edge, edge)
photon_equal = float(interband(k_equal, 0.0, single)[0])
band_top = float(interband(0.0, 0.0, single)[0])


# Test beyond tight binding: plane waves in a 2D potential of zigzag wells
def continuum(kx, ky, shift=0.0, nx=7, ny=12):
    depth, sig = (39.6, 40.4), 0.07
    gx, gy = np.meshgrid(np.arange(-nx, nx)*2*np.pi/a,
                         np.arange(-ny, ny + 1)*2*np.pi/b, indexing='ij')
    gx, gy = gx.ravel(), gy.ravel()
    Dx, Dy = gx[:, None] - gx, gy[:, None] - gy
    shape = 2*np.pi*sig**2/(a*b)*np.exp(-(Dx**2 + Dy**2)*sig**2/2)
    V = -shape*(depth[0] + depth[1]*np.exp(-1j*(Dx*(a/2 + shift) + Dy*d)))
    V = V + np.diag(hbar2_m/2*((kx + gx)**2 + (ky + gy)**2))
    E, C = np.linalg.eigh(V)
    Mx = hbar2_m*abs(np.vdot(C[:, 1], (kx + gx)*C[:, 0]))
    My = hbar2_m*abs(np.vdot(C[:, 1], (ky + gy)*C[:, 0]))
    return E[1] - E[0], Mx, My


gap_c, Mx_c, My_c = continuum(edge, 0.0)
_, Mx_k, My_k = continuum(edge, 0.3*2*np.pi/b)
gap_gamma = continuum(0.0, 0.0)[0]
hop_c = np.sqrt(gap_gamma**2 - gap_c**2)/4
_, Mx_s, My_s = continuum(edge, 0.0, shift=0.005)
Mx_big = continuum(edge, 0.0, nx=9, ny=15)[1]
assert My_c < 1e-7*Mx_c and My_k < 1e-7*Mx_k
assert My_s > 1e-3*Mx_s
assert abs(Mx_big/Mx_c - 1) < 0.01
assert 0.75 < Mx_c/(a*hop_c) < 1.25

# Neglected effect: screened electron-hole attraction on one chain
eps_surface = 6.4
coulomb = const.e/(4*np.pi*const.epsilon_0)*1e9         # eV nm


def excitons(n, soft):
    k = np.arange(n)*2*np.pi/(n*a)
    H, Vx, Vy = bloch(k, 0.0, single)
    E, U = np.linalg.eigh(H)
    low, up = U[:, :, 0], U[:, :, 1]
    Mx = np.einsum('ki,kij,kj->k', up.conj(), Vx, low)
    My = np.einsum('ki,kij,kj->k', up.conj(), Vy, low)
    gap = E[:, 1] - E[:, 0]
    K = np.diag(gap).astype(complex)
    R = np.arange(-(n//2), n//2 + 1)*a
    dk = np.arange(-(n - 1), n)*2*np.pi/(n*a)
    index = np.arange(n)[:, None] - np.arange(n) + n - 1
    for i in (0, 1):
        for j in (0, 1):
            x = R + (i - j)*a/2
            dist = np.sqrt(x**2 + ((i - j)*d)**2 + soft**2)
            W = np.exp(-1j*np.outer(dk, x)) @ (coulomb/eps_surface/dist)
            elec = np.outer(up[:, i].conj(), up[:, i])
            hole = np.outer(low[:, j], low[:, j].conj())
            K -= elec*hole*W[index]/n
    assert np.allclose(K, K.conj().T, atol=1e-9)
    omega, A = np.linalg.eigh(K)
    fx = abs(A.conj().T @ Mx)**2/n
    fy = abs(A.conj().T @ My)**2/n
    return 2*Delta - omega[0], omega, fx, fy


bind_small = excitons(101, 0.2)[0]
binding, omega, fx, fy = excitons(151, 0.2)
bind_soft = excitons(151, 0.3)[0]
assert binding > 0 and abs(binding - bind_small) < 0.01
assert fy[0] < 1e-8*fx[0]
first_y = int(np.argmax(fy > fx))
assert fy[first_y] > fx[first_y]

# Neglected effects: dimerisation and thermal filling
delta = 0.05*t
_, Mx_d, My_d = interband(edge, 0.0, make_hops(t, Delta, w, s, s, delta))
kT = const.k*300/const.e
filling = 1/(np.exp(Delta/kT) + 1)
M0 = abs(interband(edge, 0.0, full)[1])
M1 = abs(interband(edge, np.pi/b, full)[1])
Ms = abs(interband(edge, 0.0, single)[1])

print(f"period a, spacing b, offset d: {a}, {b}, {d} nm")
print(f"t, Delta, w, s: {t}, {Delta}, {w}, {s} eV")
print(f"line width (Gaussian sigma): {width} eV")
print(f"gap at zone edge: {g[1]:.3f} eV")
print(f"hbar*v_x, single chain, edge: {Ms:.4f} eV nm")
print(f"v_x, single chain, edge: {Ms/hbar:.4f} nm/fs")
print(f"  the same: {Ms/hbar*1e6:.3e} m/s")
print(f"hbar*v_x with w, ky=0: {M0:.4f} eV nm")
print(f"v_x with w, ky=0: {M0/hbar:.4f} nm/fs")
print(f"hbar*v_x with w, ky=pi/b: {M1:.4f} eV nm")
print(f"v_x with w, ky=pi/b: {M1/hbar:.4f} nm/fs")
print(f"one chain bond, x part a*t/2: {a*t/2:.4f} eV nm")
print(f"one chain bond, y part d*t: {d*t:.4f} eV nm")
print(f"one interchain bond, y part (b-d)*w: {(b-d)*w:.4f} eV nm")
print(f"reduced mass along chain: {reduced_mass:.3f} m_e")
print(f"x absorption peak at: {photons[peak]:.2f} eV")
print(f"x/y absorption ratio at peak: {ratio_peak:.0f}")
print(f"  the same without interchain hopping: {X1[0]/Y1[0]:.0f}")
print(f"  the same with doubled line width: {X2[0]/Y2[0]:.0f}")
print(f"x/y absorption ratio at 1.0 eV: {ratio_one:.2f}")
print(f"|v_x|=|v_y| at photon energy: {photon_equal:.3f} eV")
print(f"largest transition energy, single chain: {band_top:.3f} eV")
print(f"open chain vs Bloch, largest deviation: {100*open_dev:.2f} %")
print(f"continuum: gap at edge {gap_c:.3f} eV, at Gamma {gap_gamma:.3f} eV")
print(f"continuum: hopping from the gaps {hop_c:.3f} eV")
print(f"continuum: hbar*v_x at edge {Mx_c:.4f} eV nm")
print(f"continuum: hbar*v_x/(a*hopping) {Mx_c/(a*hop_c):.3f}")
print(f"continuum: |v_y/v_x| at edge below 1e-7: {My_c < 1e-7*Mx_c}")
print(f"continuum: |v_y/v_x|, B moved 0.005 nm: {My_s/Mx_s:.4f}")
print(f"continuum: basis shift of v_x {100*abs(Mx_big/Mx_c-1):.1e} %")
print(f"dimerisation delta: {delta:.3f} eV")
print(f"dimerised |v_y/v_x| at edge: {abs(My_d)/abs(Mx_d):.4f}")
print(f"dimerised |v_y/v_x|^2 at edge: {(abs(My_d)/abs(Mx_d))**2:.2e}")
print(f"kT at 300 K: {1000*kT:.1f} meV")
print(f"upper-band filling at edge, 300 K: {filling:.1e}")
print(f"surface dielectric constant (rough): {eps_surface}")
print(f"exciton binding, softening 0.2 nm: {binding:.3f} eV")
print(f"exciton binding, softening 0.3 nm: {bind_soft:.3f} eV")
print(f"shift, 101 to 151 cells: {1000*abs(binding-bind_small):.3f} meV")
print(f"lowest exciton energy: {omega[0]:.3f} eV")
print(f"lowest exciton y/x strength below 1e-8: {fy[0] < 1e-8*fx[0]}")
print(f"first y-polarised exciton energy: {omega[first_y]:.3f} eV")
print(f"its y strength / x strength of lowest: {fy[first_y]/fx[0]:.4f}")
print("every check passed")
```

Running it gives:

```
period a, spacing b, offset d: 0.384, 0.665, 0.12 nm
t, Delta, w, s: 0.5, 0.25, 0.03, 0.01 eV
line width (Gaussian sigma): 0.05 eV
gap at zone edge: 0.500 eV
hbar*v_x, single chain, edge: 0.1920 eV nm
v_x, single chain, edge: 0.2917 nm/fs
  the same: 2.917e+05 m/s
hbar*v_x with w, ky=0: 0.2035 eV nm
v_x with w, ky=0: 0.3092 nm/fs
hbar*v_x with w, ky=pi/b: 0.1805 eV nm
v_x with w, ky=pi/b: 0.2742 nm/fs
one chain bond, x part a*t/2: 0.0960 eV nm
one chain bond, y part d*t: 0.0600 eV nm
one interchain bond, y part (b-d)*w: 0.0163 eV nm
reduced mass along chain: 0.230 m_e
x absorption peak at: 0.53 eV
x/y absorption ratio at peak: 207
  the same without interchain hopping: 232
  the same with doubled line width: 106
x/y absorption ratio at 1.0 eV: 2.55
|v_x|=|v_y| at photon energy: 1.211 eV
largest transition energy, single chain: 2.062 eV
open chain vs Bloch, largest deviation: 0.63 %
continuum: gap at edge 0.471 eV, at Gamma 4.376 eV
continuum: hopping from the gaps 1.088 eV
continuum: hbar*v_x at edge 0.3985 eV nm
continuum: hbar*v_x/(a*hopping) 0.954
continuum: |v_y/v_x| at edge below 1e-7: True
continuum: |v_y/v_x|, B moved 0.005 nm: 0.0593
continuum: basis shift of v_x 1.4e-10 %
dimerisation delta: 0.025 eV
dimerised |v_y/v_x| at edge: 0.0295
dimerised |v_y/v_x|^2 at edge: 8.69e-04
kT at 300 K: 25.9 meV
upper-band filling at edge, 300 K: 6.3e-05
surface dielectric constant (rough): 6.4
exciton binding, softening 0.2 nm: 0.408 eV
exciton binding, softening 0.3 nm: 0.332 eV
shift, 101 to 151 cells: 0.000 meV
lowest exciton energy: 0.092 eV
lowest exciton y/x strength below 1e-8: True
first y-polarised exciton energy: 0.333 eV
its y strength / x strength of lowest: 0.1662
every check passed
```
